Origin independence of the L⁻³ term in the Makov-Payne expansion, part 2

We want the electrostatic energy of an ion in free space from its energy in a periodic simple cubic cell of edge L. Hartree atomic units are used. The isolated ion has a fixed, localized total charge density ρ (nuclei positive), with

q = ∫ ρ(r) d³r

p = ∫ ρ(r) r d³r

Q = ∫ ρ(r) r² d³r

Q_ii = ∫ ρ(r) r_i² d³r

The pair identity

D = qQ − p² = ½ ∬ ρ(r) ρ(s) |r − s|² d³r d³s

does not depend on the origin. For q = 0, invariance leaves the coefficient of p² in the energy open. For q ≠ 0 the second moment Q_c about the centre of charge p/q obeys qQ_c = D. About a point at distance d from it,

qQ_a − qQ_c = q² d²

Each cell has a uniform background of density −q/L³. The potential ψ of unit point charges at the lattice vectors R, with their own background, is periodic, averages to zero and obeys

∇²ψ = −4π [Σ_R δ(r − R) − 1/L³]

With v(r) = ψ(r) − 1/r, the energies per cell and in free space differ by

E_per − E_iso = ½ ∬ ρ(r) ρ(s) v(r − s) d³r d³s

Near r = 0, ∇²v = 4π/L³. Inversion removes the odd terms of v, and reflections the mixed quadratic terms. Cubic symmetry makes the curvatures K_xx, K_yy and K_zz equal, so the quadratic part is 2πr²/(3L³).

The model ion has three Gaussians with charges q_i, centres R_i and widths σ_i (lengths in bohr):

q_1 = 2.0, R_1 = (0, 0, 0), σ_1 = 0.8
q_2 = −1.5, R_2 = (1.2, 0.4, 0), σ_2 = 1.0
q_3 = 0.5, R_3 = (−0.3, 0.9, 1.1), σ_3 = 0.9

About this first origin q = 1, p = (−1.95, −0.15, 0.55), p² = 4.1275, Q = −0.79 and D = −4.9175. About the second, (3, −2, 1), Q = 23.21.

Hydroxide (restricted Hartree-Fock, aug-cc-pVDZ) has q = −1 and D = 20.278.

Q: What about the constant v(0), and how do you know that the next term is L⁻⁵?

A: Both follow from scaling. If ψ_1 is the potential for unit edge, then ψ_L(r) = ψ_1(r/L)/L. To check this, note that two derivatives bring a factor 1/L², which with the prefactor makes 1/L³. Near the central charge this gives

∇²ψ_L = −(4π/L³)[δ(r/L) − 1] = −4π[δ(r) − 1/L³]

because δ(r/L) = L³δ(r) in three dimensions. The same argument applies at the other lattice points. The Coulomb potential 1/r scales in the same way, so v does too, and a term of degree n in r carries the factor 1/L^(n+1). The constant is proportional to 1/L; we write it as −α/L, which defines the Madelung constant α. For the simple cubic lattice an Ewald sum gives α = 2.837297. The quadratic term goes as L⁻³, the cubic term is absent by inversion, and the quartic term goes as L⁻⁵:

v(r) = −α/L + 2πr²/(3L³) + O(r⁴/L⁵)

Q: Put it into the energy, and please keep track of the factors of two.

A: The constant gives

½ (−α/L) ∬ ρ(r) ρ(s) d³r d³s = −αq²/(2L)

The quadratic term gives

½ · 2π/(3L³) ∬ ρ(r) ρ(s) |r − s|² d³r d³s = 2π/(3L³) · D

because the factor ½ and the double integral together are D. There is no further factor of two. The expansion of v holds only for |r − s| < L, so the ion must be small compared with the cell. Pairs further apart involve the tails of ρ. When these fall off exponentially or faster, as for bound electrons or Gaussians, their contribution decreases faster than any power of 1/L, and the fourth moments needed for the quartic term exist. The result is

E_per − E_iso = −αq²/(2L) + (2π/(3L³)) (qQ − p²) + O(L⁻⁵)

This is the connection you asked for. The quadratic part of v measures squared distances between charge elements, and the sum of those is qQ − p².

Q: I have seen the second-moment term with a minus sign.

A: That is the sign it has when the equation is solved for the isolated energy:

E_iso = E_per + αq²/(2L) − (2π/(3L³)) (qQ − p²) + O(L⁻⁵)

The first form is the shift caused by periodicity. The second contains the correction that removes it. In both forms the αq² term and the qQ term have opposite signs written in front of them, with q and Q taken from the same total charge density. A formula with equal signs in front and the same definitions is not a rearrangement of this one. The values of the two terms can still have the same sign, because qQ can be negative, as it is for the model ion about its first origin. At the centre of charge the L⁻³ correction reads −2πqQ_c/(3L³).

Q: Does the centre of charge have any physical meaning here, or is it a convenience?

A: It has one. Look at the potential that the images and the background produce at a point r of the ion. Beyond the constant, it is

w(r) = (2π/(3L³)) ∫ ρ(s) |r − s|² d³s = (2π/(3L³)) (q r² − 2 r·p + Q)

The corresponding electric field is

−∇w = −(4π/(3L³)) (q r − p)

For q ≠ 0 it vanishes at r = p/q, the centre of charge. To this order, that is the point where the images and the background exert no field. The statement needs the centre of charge to lie close to the ion compared with L. Even then the quartic term displaces the field-free point by an amount that falls roughly as 1/L²: for the model ion it lies 0.27 bohr from p/q at L = 20 bohr and 0.06 bohr from it at L = 40 bohr. When q is small and p/q lies far out, the quartic term of v is no longer negligible there and the field does not vanish at that point.

Q: And for a neutral molecule?

A: With q = 0 the field is uniform and equal to 4πp/(3L³), parallel to the dipole. The energy of the dipole in this field is −p·(4πp/(3L³)). Half of it belongs to each cell, because the field is itself produced by the periodic array of the same density, and the energy ½∬ρρv counts each pair once. This gives

−2πp²/(3L³)

in agreement with the general formula at q = 0. The value of this field rests on the requirement that ψ be periodic, so that the field averages to zero over the cell. A direct sum over image dipoles is only conditionally convergent. Taken over spherical shells of a cubic lattice it gives zero field, because the sum of 3n_i n_j − δ_ij over the directions n of each shell vanishes by cubic symmetry. The result here is the one for the periodic potential. It also settles the coefficient of p² that invariance left open for neutral systems.

Q: Show me that the expansion is right for the model ion, with the periodic energy computed in some other way.

A: The periodic energy was summed over plane waves, and the isolated energy was obtained from the closed expression for the Coulomb interaction of Gaussians. Neither uses the expansion. For L = 20 bohr they are 0.647924 and 0.720146 hartree, with the difference

E_per − E_iso = −0.072222 hartree

The expansion gives

−αq²/(2L) = −2.837297/40 = −0.070932 hartree

2πD/(3L³) = 2π (−4.9175)/(3 · 8000) = −0.001287 hartree

The L⁻³ term is −35.0 meV. With more digits than are shown here, the remainder after both terms is −2.38 × 10⁻⁶ hartree, about 0.2 % of the L⁻³ term in magnitude.

Q: A small remainder could hide a slightly wrong coefficient.

A: Then a part of it would decrease only as L⁻³. When L is doubled to 40 bohr the remainder becomes −7.44 × 10⁻⁸ hartree, smaller by a factor of 32 = 2⁵. The observed power is 5.000, as the scaling argument requires. The test is sensitive. A coefficient too small by 0.1 % would have given a factor of about 16, and one too large by 0.1 % would have made the remainder change sign between the two cells.

Q: How much would I lose by leaving out the dipole?

A: About the first origin you would use qQ = −0.79 in place of −4.9175. The L⁻³ term would be −0.000207 hartree, and the expansion would miss the computed shift by 0.001083 hartree. The omitted piece is

2πp²/(3L³) = 2π · 4.1275/24000 = 0.001081 hartree

which is 84 % of the magnitude of the correct L⁻³ term. The small difference between 0.001083 and 0.001081 is the L⁻⁵ remainder. About the second origin of Part 1, where Q = 23.21, the term without the dipole would even have the wrong sign.

Q: And the neutral case, where no origin can help?

A: Change the third charge from 0.5 to −0.5, so that the total is zero. The dipole becomes (−1.65, −1.05, −0.55) e bohr, with

p² = 2.7225 + 1.1025 + 0.3025 = 4.1275

The square is the same as before because the contribution of the third charge, (−0.15, 0.45, 0.55), is perpendicular to that of the second, (−1.8, −0.6, 0); reversing one of two perpendicular vectors does not change the length of their sum. For L = 40 bohr the formula gives −1.351 × 10⁻⁴ hartree and the plane-wave sum −1.353 × 10⁻⁴ hartree. They differ by 0.13 %.

Q: Return to hydroxide. Does the choice of origin matter there?

A: For L = 20 bohr the L⁻³ term is

2π · 20.278/24000 = 0.00531 hartree = 144 meV

It is positive, whereas the L⁻¹ term is negative. If the dipole is dropped with the origin at oxygen, the term becomes 0.00535 hartree, which is 0.8 % too large. With the origin at hydrogen it becomes 0.00659 hartree, 24 % too large. The errors follow q²d²: oxygen is 0.409 bohr from the centre of charge and hydrogen 2.209 bohr. These values come from the formula with the isolated Hartree-Fock density. No periodic Hartree-Fock calculation was made for this ion. A larger basis moves the term by less than 1 meV. A CCSD density raises it to about 157 meV and changes the two errors to about 0.6 % and 21 %.

Q: In a real supercell calculation the electrons respond to the images. You have kept ρ fixed.

A: Yes, the expansion is stated for a fixed density. The effect of a response can be estimated if the ion is stable, in the sense that its total energy in free space has a minimum at the isolated density. Let x measure a small distortion at fixed charge. The free-space energy rises as ½cx² with c > 0. The L⁻¹ term depends on q alone and does not change. The L⁻³ term changes linearly, by gx/L³ with some constant g. The minimum of

½ c x² + g x/L³

is at x = −g/(cL³), and its value is −g²/(2cL⁶). At this level of argument the response enters at L⁻⁶ and leaves the L⁻³ term alone. I have not tested this estimate numerically. It does not cover a charged defect in a polarizable solid, where the response charge extends through the host and the assumption of a localized density is not met.

Q: Can I take the moments from the density in my simulation cell?

A: You can if the ion is in one piece there. Suppose the cell runs from 0 to 20 bohr along each axis. The third Gaussian of the model has its centre at x = −0.3 bohr, and a program that folds positions into the cell puts it at 19.7 bohr. To keep the arithmetic short, we move this Gaussian as a whole. An integral of the density over the cell would also cut Gaussians at the cell faces, among them the first one, which sits on a corner, and would give yet other wrong moments. The periodic array is unchanged, and the plane-wave energy is the same. The moments are not. The dipole gains 0.5 · 20 = 10 along x, so p_x = 8.05 and

p² = 64.8025 + 0.0225 + 0.3025 = 65.1275

The x² of that centre changes from 0.09 to 388.09, so

Q = −0.79 + 0.5 · 388.00 = 193.21

qQ − p² = 193.21 − 65.1275 = 128.08

instead of −4.92.

Q: But you proved that the combination is invariant under shifts.

A: Under a shift of the origin, which changes all position vectors by the same amount. Folding moves one part of the charge relative to the rest. The result is a different isolated object with different pair distances. Some of these are close to L, where the expansion of v about the origin is of no use. The ion must first be reassembled; after that any origin will do.

Q: What if the cell is not cubic?

A: Then one step fails, the equality of the three curvatures. For an orthorhombic cell of volume V the reflections still remove the mixed terms, and the Laplacian still requires

K_xx + K_yy + K_zz = 4π/V

but the individual K_ii depend on the shape of the cell. The quadratic part of v is ½ Σ_i K_ii r_i². The pair identity of Part 1 holds for each component separately:

½ ∬ ρ(r) ρ(s) (r_i − s_i)² d³r d³s = qQ_ii − p_i²

Inserting the quadratic part into the energy gives

½ Σ_i K_ii (qQ_ii − p_i²)

Each bracket is independent of the origin, since it contains only differences of coordinates. At the centre of charge all three p_i vanish, so that choice remains valid. What is lost is the possibility of using the scalar Q.

Q: Is the difference noticeable?

A: For the model ion in a tetragonal cell of 30 × 30 × 45 bohr, the computed shift without the constant term ½q²v(0) is −4.568 × 10⁻⁴ hartree. The formula with separate curvatures gives −4.565 × 10⁻⁴. The scalar formula, with V in place of L³, gives −2.543 × 10⁻⁴, which falls short by 44 % of the computed value. The failure needs an anisotropic ion as well as an anisotropic cell. If the three brackets are equal, each is D/3, and the sum becomes

½ (D/3)(4π/V) = 2πD/(3V)

which is the scalar form again. A spherical ion is an example.

Q: So for my molecular ion in a cubic cell, what do I have to do?

A: Take the total density of the ion in one piece, nuclei included, and compute q, p and Q about any convenient point. It must be the charge density whose electrostatic energy the supercell calculation evaluates. With pseudopotentials the core electrons are merged into the ionic charge, and all-electron moments do not apply. For Na⁺ the all-electron Hartree-Fock density has D = −6.4, whereas a point ion of charge +1 has D = 0, a difference of 46 meV at L = 20 bohr. The rule concerns the classical electrostatic energy; exact exchange evaluated with the periodic kernel has a finite-size error of its own. Then either use qQ − p² directly, or move to p/q and use qQ_c. The two numbers are the same. If the molecule is neutral, use −p².

Numbers as computed

```
MODEL ION (three Gaussian charges)
charge 2.0 e, site 0.0000 0.0000 0.0000 bohr, width 0.8 bohr
charge -1.5 e, site 1.2000 0.4000 0.0000 bohr, width 1.0 bohr
charge 0.5 e, site -0.3000 0.9000 1.1000 bohr, width 0.9 bohr
q = 1.0000 e
p at first origin = -1.9500 -0.1500 0.5500 e bohr
p^2 at first origin = 4.1275 e^2 bohr^2
Q at first origin = -0.7900 e bohr^2
second origin = 3.0000 -2.0000 1.0000 bohr
p at second origin = -4.9500 1.8500 -0.4500 e bohr
p^2 at second origin = 28.1275 e^2 bohr^2
Q at second origin = 23.2100 e bohr^2
qQ-p^2, first origin = -4.9175 e^2 bohr^2
qQ-p^2, second origin = -4.9175 e^2 bohr^2
centre of charge = -1.9500 -0.1500 0.5500 bohr
Q at centre of charge = -4.9175 e bohr^2
Madelung constant alpha = 2.837297 (no unit)
cell edge L = 20.0 bohr
isolated energy = 0.72014626 hartree
periodic energy = 0.64792404 hartree
E_per - E_iso = -0.07222222 hartree
L^-1 term = -0.07093244 hartree
L^-3 term = -0.00128740 hartree
L^-3 term = -35.032 meV
remainder, L = 20 bohr: -2.381e-06 hartree
remainder, L = 40 bohr: -7.441e-08 hartree
observed decay power of remainder = 5.000
L^-3 term without p^2, first origin = -0.00020682 hartree
error of expansion without p^2 = 0.00108296 hartree
LIMITS
neutral model charges = 2.0000 -1.5000 -0.5000 e
neutral, L = 40 bohr, plane waves: -1.352541e-04 hartree
neutral, L = 40 bohr, -p^2 formula: -1.350721e-04 hartree
tetragonal edges = 30.0000 30.0000 45.0000 bohr
tetragonal, plane waves less v(0) term: -4.567530e-04 hartree
tetragonal, tensor formula: -4.564748e-04 hartree
tetragonal, scalar formula: -2.543009e-04 hartree
qQ-p^2 after folding, L = 20 bohr: 128.0825 e^2 bohr^2
HYDROXIDE ION, RHF/aug-cc-pVDZ
bond length = 1.80 bohr, charge = -1.0000 e
RHF energy = -75.396151 hartree
centre of charge from O towards H = -0.4090 bohr
origin O: p_z = 0.4090 e bohr, Q = -20.4449 e bohr^2
origin O: qQ-p^2 = 20.2776 e^2 bohr^2
origin H: p_z = 2.2090 e bohr, Q = -25.1574 e bohr^2
origin H: qQ-p^2 = 20.2776 e^2 bohr^2
origin centre: p_z = 0.0000 e bohr, Q = -20.2776 e bohr^2
origin centre: qQ-p^2 = 20.2776 e^2 bohr^2
grid double sum = 20.2776 e^2 bohr^2
L^-3 term, L = 20 bohr: 0.005309 hartree
L^-3 term, L = 20 bohr: 144.46 meV
same without p^2, origin O: 0.005352 hartree
same without p^2, origin H: 0.006586 hartree
```
